# Mound formation from an uphill current: threshold and fastest wavelength

A model film surface, periodic over 800 nm, starts with a faint random roughness in which the longest twenty waves have equal amplitudes. After 400 s of growth the ninth wave, of length 88.9 nm, is the strongest: its amplitude has risen by a factor $e^{2}\approx7.4$. The fourth wave, 200 nm long, has only doubled, and the fourteenth, 57 nm long, has shrunk to less than one seventh. Nothing in the initial roughness preferred 89 nm. The length must come from the way atoms move on the surface.

## 1. One wave and an uphill current

Let $H(x,t)$ be the film height. Without evaporation or voids, deposition raises the mean level at a constant speed $v$, and surface motion merely redistributes material:

$$\frac{\partial H}{\partial t}=v-\frac{\partial j}{\partial x}.$$

Here $j$ is the volume current per unit length of surface, in nm²/s, positive toward $+x$. Writing $H=vt+h$ removes the mean growth:

$$\frac{\partial h}{\partial t}=-\frac{\partial j}{\partial x}.$$

In the example, layers 0.2 nm high arrive at 1 layer/s, so $v=0.2$ nm/s. This speed has no further influence on the shape equation once $j$ is given.

The simplest uphill current is proportional to the slope $m=\partial h/\partial x$:

$$j=n\,m,\qquad n>0.$$

Where the surface rises to the right, material moves to the right, toward higher ground. For one wave $h=A(t)\cos qx$,

$$m=-Aq\sin qx,\qquad j=-nAq\sin qx,\qquad -\frac{\partial j}{\partial x}=+nAq^2\cos qx .$$

Comparing the coefficients of $\cos qx$ gives

$$\frac{dA}{dt}=nq^2A .$$

Crests gain what troughs lose, and the wave grows exponentially. With $n<0$ the same algebra describes ordinary downhill levelling.

**Limit: very short waves.** The rate $nq^2$ has no upper bound, so this current alone selects no wavelength. On a grid of spacing $\Delta$, the second difference of the shortest wave, which alternates in sign from point to point, is $-4h/\Delta^2$. Its growth rate is therefore $4n/\Delta^2$, and halving $\Delta$ should multiply the largest rate by 4. The numerical test gives 4.0000. The winner is set by the grid, which shows that a physical short-wave cutoff is missing.

## 2. Why the current can point uphill

Consider a terrace of width $l$ on a staircase rising to the right. The descending step is at $x=0$ and the ascending step at $x=l$. Let $c$ be the adatom coverage in excess of equilibrium, $D$ the diffusion coefficient and $F$ the deposition rate in layers per second. If adatoms diffuse fast compared with the motion of the steps, and neither desorb nor form islands,

$$D\,c''+F=0,\qquad c(x)=-\frac{F}{2D}x^2+ax+b .$$

The ascending step absorbs adatoms freely, so $c(l)=0$. At the descending step an extra barrier, the Ehrlich–Schwoebel barrier, hinders the descent. The outgoing flux $Dc'(0)$ is then $(D/\ell)\,c(0)$, where the length $\ell$ measures the barrier. Hence $c(0)=\ell c'(0)$, or $b=\ell a$. The other condition gives

$$a(l+\ell)=\frac{Fl^2}{2D},\qquad b=\frac{Fl^2\ell}{2D(l+\ell)} .$$

The adatom current is $-Dc'$. Its terrace average is

$$\bar j_a=\frac1l\int_0^l(-Dc')\,dx=\frac{D[c(0)-c(l)]}{l}=\frac{Db}{l}=\frac{F\,l\,\ell}{2(l+\ell)} .$$

This is positive, hence uphill. For $l=2$ nm and $\ell=8$ nm it equals $1\times2\times8/(2\times10)=0.8$ nm/s, as does the numerical solution of the terrace problem. Multiplication by the layer height gives a volume current of 0.16 nm²/s.

**Limit: no extra barrier.** For $\ell=0$ the average vanishes: equal numbers of atoms go to the two steps. In this terrace model the uphill bias comes from the barrier.

**Limit: nearly flat surface.** As $l\to\infty$ the formula tends to $F\ell/2$, not to zero. On a surface falling to the right it would tend to $-F\ell/2$. A reflection-symmetric flat surface can have no current, so the formula cannot be carried through zero slope. On wide terraces new islands form and the assumption of no nucleation fails. The terrace calculation therefore explains the uphill direction on a staircase but does not supply $n$.

For small slopes I assume that $j$ is a smooth function of $m$. Reflection $x\to-x$ reverses both $j$ and $m$, so $j(-m)=-j(m)$. The Taylor series then has no constant or quadratic term, and its leading term is $nm$. The coefficient $n$, taken positive by analogy with the staircase, is an input.

## 3. Adding smoothing

Now add a term containing two more derivatives:

$$j=n\,m+K\frac{\partial^2m}{\partial x^2},\qquad K>0 .$$

For a sine-shaped slope, $\partial^2m/\partial x^2=-q^2m$. The new current therefore runs against the slope, downhill, and becomes more important for short waves. Both $n$ and $K$ are taken as constants. Substitution in the conservation law gives

$$\frac{\partial h}{\partial t}=-n\frac{\partial^2h}{\partial x^2}-K\frac{\partial^4h}{\partial x^4}.$$

The minus sign before the second derivative makes this term destabilizing; ordinary diffusion has a plus sign there. The equation is linear with constant coefficients, so each Fourier wave evolves independently. For $h\propto e^{iqx+\sigma t}$ the second derivative gives $-q^2$ and the fourth gives $+q^4$:

$$\boxed{\sigma(q)=nq^2-Kq^4}$$

The wave $q=0$ is neutral because the total amount of material is conserved.

**Threshold.** Since $\sigma=q^2(n-Kq^2)$, a nonuniform wave grows if $q^2<n/K$. In terms of wavelength $\lambda=2\pi/q$, growth requires

$$\lambda>\lambda_c=2\pi\sqrt{\frac{K}{n}} .$$

**Fastest wave.** Completing the square in $q^2$ gives

$$\sigma=-K\left[\left(q^2-\frac{n}{2K}\right)^2-\frac{n^2}{4K^2}\right]
=\frac{n^2}{4K}-K\left(q^2-\frac{n}{2K}\right)^2 .$$

The last term is never positive, so the maximum over all $q$ lies where it vanishes:

$$q_*^2=\frac{n}{2K},\qquad
\boxed{\lambda_*=2\pi\sqrt{\frac{2K}{n}}=\sqrt2\,\lambda_c},\qquad
\sigma_*=\frac{n^2}{4K}.$$

At this wavelength $nq_*^2=2\sigma_*$ and $Kq_*^4=\sigma_*$: smoothing cancels half of the uphill growth. At $\lambda_c$ it cancels all of it.

**Numbers.** The round model parameters are $n=2$ nm²/s and $K=200$ nm⁴/s. They give

$$\lambda_c=2\pi\sqrt{100}\ \text{nm}=62.8\ \text{nm},\qquad
\lambda_*=2\pi\sqrt{200}\ \text{nm}=88.9\ \text{nm},$$

$$\sigma_*=\frac{4}{800}\ \text{s}^{-1}=0.005\ \text{s}^{-1}.$$

The amplitude grows by a factor $e$ in 200 s, during which 200 layers are deposited. The ninth wave in the opening example has length $800/9=88.9$ nm and lies almost at the maximum.

**Limit: downhill current.** If $n<0$, then $\sigma=-|n|q^2-Kq^4$ is negative for every nonuniform wave. For $n=-2$ nm²/s and a 1000 nm box, the numerical test finds the slowest decay at $-7.92\times10^{-5}$ s⁻¹. The formula at $q=2\pi/(1000\ \text{nm})$ gives $-7.93\times10^{-5}$ s⁻¹; the small difference is the grid effect described in Section 4. The flat surface is then stable.

## 4. A surface of finite length

On a periodic surface of length $L$ the allowed wavenumbers are $q_k=2\pi k/L$, with $k=1,2,\dots$. The longest nonuniform wave has length $L$. If $L<\lambda_c$, every allowed wave decays, and the surface is stable despite its uphill current. Instability requires $L>\lambda_c$.

This gives a test that does not use the Fourier formula. The evolution operator was built from height differences on a grid and diagonalized for box lengths from 40 to 120 nm, a range in which at most one wave in the box can grow. Growth first appeared at $L=62.82$ nm, and the largest rate occurred at $L=88.84$ nm, against 62.83 and 88.86 nm from the formulas.

The small differences come from the grid. A second difference acting on a wave replaces $q^2$ by

$$\tilde q^2=\frac{4}{\Delta^2}\sin^2\frac{q\Delta}{2}\approx q^2\left(1-\frac{q^2\Delta^2}{12}\right).$$

With 96 points per wave, $q\Delta=2\pi/96$, which lowers $\tilde q$ by about 0.018 per cent. The box must be shorter by the same fraction to reach a given $\tilde q$. For $\lambda_*$ this is 0.02 nm, the difference found.

In a longer box several waves compete, and the fastest allowed wave need not have length $\lambda_*$ precisely. The rates measured in the 800 nm box are:

| Wave | Length (nm) | Measured (s⁻¹) | Formula (s⁻¹) |
|---:|---:|---:|---:|
| 4 | 200.0 | 0.00178 | 0.00178 |
| 7 | 114.3 | 0.00422 | 0.00422 |
| 9 | 88.9 | 0.00500 | 0.00500 |
| 12 | 66.7 | 0.00203 | 0.00199 |
| 14 | 57.1 | −0.00492 | −0.00505 |

The deviations in the last two rows have the same grid origin. Replacing $q^2$ by $\tilde q^2$ changes $\sigma$ by approximately $(2Kq^4-nq^2)\,q^2\Delta^2/12$. Here $\Delta=2$ nm, so the change is $+0.00004$ s⁻¹ for wave 12 and $+0.00014$ s⁻¹ for wave 14, in agreement with the unrounded output.

## 5. Two surface directions

For an isotropic surface the current becomes a vector:

$$\mathbf j=n\nabla h+K\nabla(\nabla^2h),\qquad
\frac{\partial h}{\partial t}=-\nabla\cdot\mathbf j=-n\nabla^2h-K\nabla^4h .$$

On a plane wave $\nabla^2$ gives $-(q_x^2+q_y^2)$. The rate is therefore again $\sigma=nq^2-Kq^4$, now with $q^2=q_x^2+q_y^2$. Symbolic differentiation of the vector current confirms this.

**Limit: one direction.** Setting $q_y=0$ returns Section 3. In general all waves on the ring $|\mathbf q|=q_*$ grow equally fast. The linear isotropic theory selects a spacing but no direction, so it does not decide how mounds are arranged.

## 6. How sharply the spacing is selected

Suppose the initial roughness is white, meaning that its power is the same at every $q$. Neglect noise from continuing deposition. Power is the square of amplitude, so in one dimension

$$S(q,t)=S_0\,e^{2\sigma(q)t}.$$

At any $t>0$ this peaks at $q_*$, because the exponential increases with $\sigma$. To find the width, differentiate $\sigma$ twice:

$$\sigma''(q_*)=2n-12Kq_*^2=2n-6n=-4n .$$

Near the peak $\sigma\approx\sigma_*-2n(q-q_*)^2$, and hence

$$S\propto e^{-4nt(q-q_*)^2}.$$

A Gaussian of variance $s^2$ has exponent $-(q-q_*)^2/(2s^2)$, so $s^2=1/(8nt)$. Using $nq_*^2=2\sigma_*$,

$$\frac{s}{q_*}=\frac{1}{\sqrt{8ntq_*^2}}=\frac{1}{4\sqrt{\sigma_*t}} .$$

This is a late-time limit. At $\sigma_*t=10$ it gives 0.079, while summing the full spectrum gives 0.081. At $\sigma_*t=40$ the values are 0.0395 and 0.0398. The relative error falls from about 3 to 0.6 per cent, as it should if the Gaussian approximation improves with time.

Selection is thus gradual. Such late times also require linear growth to last that long, which the next section examines.

## 7. Where linear growth ends

The exponential law rests on a current linear in the slope, which need not hold on steep slopes. To see what can happen there, choose a current that weakens as the slope grows:

$$j=\frac{n\,m}{1+m^2/m_0^2}+K\frac{\partial^2m}{\partial x^2},\qquad m_0=0.1 .$$

This form is an illustration, not a consequence of the terrace calculation. For $|m|\ll m_0$ it returns the linear current.

Take $h=A\cos q_*x$ and define $\varepsilon=q_*A/m_0$, the slope amplitude in units of $m_0$. To obtain $dA/dt$, multiply the conservation law by $2\cos q_*x$ and average over one period. Integration by parts, with no boundary term because of periodicity, gives

$$\frac{dA}{dt}=-2q_*\langle j\sin q_*x\rangle .$$

For small $\varepsilon$ the first correction to the current is

$$-\frac{nm^3}{m_0^2}=+\frac{nA^3q_*^3}{m_0^2}\sin^3q_*x .$$

Since $\langle\sin^4\rangle=3/8$, it contributes $-\tfrac34nq_*^2\varepsilon^2A$. With $nq_*^2=2\sigma_*$,

$$\frac{dA}{dt}\approx\sigma_*A\left(1-\tfrac32\varepsilon^2\right).$$

At $\varepsilon=0.2$ the rate should fall to 0.940 of $\sigma_*$; direct projection of the full current gives 0.942.

To integrate, set $u=\varepsilon^{-2}$. Then $\dot u=-2\dot\varepsilon/\varepsilon^3=-2\sigma_*(u-\tfrac32)$, so

$$u=\tfrac32+\left(u_0-\tfrac32\right)e^{-2\sigma_*t}.$$

Let $\varepsilon_{\rm lin}=\varepsilon_0e^{\sigma_*t}$ be the linear prediction. Multiplying $u$ by $\varepsilon_{\rm lin}^2$ and using $u_0\varepsilon_0^2=1$ gives

$$\frac{A}{A_{\rm lin}}\approx\left[1+\tfrac32\left(\varepsilon_{\rm lin}^2-\varepsilon_0^2\right)\right]^{-1/2}.$$

**Numbers.** Start with $A=0.01$ nm. The linear prediction reaches $\varepsilon=0.2$ at

$$A_{\rm lin}=\frac{0.2\times0.1}{0.07071}\ \text{nm}=0.283\ \text{nm},\qquad
t=\frac{\ln(0.2828/0.01)}{0.005}\ \text{s}\approx668\ \text{s}.$$

About 668 layers have then been deposited. The full evolution gives 0.275 nm, a ratio of 0.972 to the linear amplitude; the formula gives 0.971. Linear theory is still good to 3 per cent in amplitude. Only 3.3 e-folds have passed, however. To reach $\sigma_*t=10$ within the same slope limit, the wave would have to start at about $1.3\times10^{-5}$ nm. The random arrival of atoms, neglected in Section 6, roughens a real film by far more than that. As an estimate, let atoms arrive without correlation on sites of width $b=0.25$ nm on a two-dimensional surface with layer height $d=0.2$ nm. One layer then puts a height variance of about $d^2b^2q_c^2/4\pi$ into the unstable waves $q<q_c=\sqrt{n/K}$, which is about $1.4\times10^{-3}$ nm rms. This noise is added with every layer and then amplified, so the 668 s of linear growth found above is also a noise-free figure. The narrow spectra found there are therefore a noise-free mathematical limit, not a forecast for a real film with these parameters.

**Limit: large amplitude.** At 1500 s the linear law predicts 18.1 nm, but the full evolution gives 1.62 nm. An estimate of the saturation level follows by keeping a single cosine without expanding in $\varepsilon$. Let $s=\sqrt{1+\varepsilon^2}$. Since $\langle1/(1+\varepsilon^2\sin^2)\rangle=1/s$, the uphill term is reduced by the factor

$$G=2\left\langle\frac{\sin^2}{1+\varepsilon^2\sin^2}\right\rangle
=\frac{2}{\varepsilon^2}\left(1-\frac1s\right)=\frac{2}{s(s+1)} .$$

The rate is then $\sigma_*(2G-1)$. Growth stops at $G=1/2$, that is, at $s^2+s=4$. The positive root is $s=1.56$, so $\varepsilon=1.20$ and $A\approx1.70$ nm. This is about 5 per cent above the computed 1.62 nm, mainly because growth has not quite finished at 1500 s. To see this, integrate the same one-cosine rate in time. From $\varepsilon^2=s^2-1$ follows $d\varepsilon/\varepsilon=s\,ds/(s^2-1)$, so

$$\sigma_*\,dt=\frac{d\varepsilon}{\varepsilon(2G-1)}=\frac{s^2\,ds}{(s-1)(4-s-s^2)} .$$

By partial fractions, $\sigma_*t$ is the increase of

$$\tfrac12\ln(s-1)-1.053\ln(1.5616-s)-0.447\ln(s+2.5616).$$

The start $A=0.01$ nm means $s-1=2.5\times10^{-5}$. An increase of $\sigma_*t=7.5$ then leads to $s=1.514$, or $A\approx1.61$ nm, close to the full evolution at that time.

That calculation confines the surface to one period of length $\lambda_*$, so neighbouring mounds cannot merge. The wavelength $2\pi\sqrt{2K/n}$ describes the initial spacing selected by linear growth; it does not determine the spacing after later coarsening. The numerical output below gives the values behind these comparisons.

## Computed results

```
uphill coefficient n = 2.0 nm^2/s
smoothing coefficient K = 200.0 nm^4/s
slope scale m0 = 0.10
layer height = 0.20 nm
deposition rate = 1.0 layers/s
mean film growth = 0.20 nm/s
critical wavelength, formula = 62.83 nm
critical wavelength, box search = 62.82 nm
fastest wavelength, formula = 88.86 nm
fastest wavelength, box search = 88.84 nm
fastest wavenumber = 0.07071 1/nm
maximum rate, formula = 0.005000 1/s
maximum rate, box search = 0.005000 1/s
e-fold time = 200.0 s
layers per e-fold = 200.0
top rate, downhill current, 1000 nm box = -7.924e-05 1/s
K=0 rate ratio on halving grid spacing = 4.0000
terrace width = 2.0 nm
barrier length = 8.0 nm
terrace current, numerical = 0.80000 nm/s
terrace current, formula = 0.80000 nm/s
terrace current, no barrier = 0.00000 nm/s
random-roughness box = 800.0 nm; time = 400.0 s
wave 4: length 200.00 nm, measured 0.001779, formula 0.001779 1/s
wave 7: length 114.29 nm, measured 0.004216, formula 0.004218 1/s
wave 9: length 88.89 nm, measured 0.005000, formula 0.005000 1/s
wave 12: length 66.67 nm, measured 0.002026, formula 0.001985 1/s
wave 14: length 57.14 nm, measured -0.004917, formula -0.005054 1/s
strongest wave number in box = 9
relative width at sigma*t=10: sum 0.08114, limit 0.07906
relative width at sigma*t=40: sum 0.03977, limit 0.03953
initial single-wave amplitude = 0.010 nm
chosen slope amplitude / m0 = 0.20
linear amplitude at that slope = 0.2828 nm
time to that slope, linear = 668.5 s
layers deposited by then = 668.5
instant rate / maximum rate, numerical = 0.94197
instant rate / maximum rate, formula = 0.94000
full amplitude at that time = 0.2749 nm
full / linear amplitude, numerical = 0.97180
full / linear amplitude, formula = 0.97132
late time = 1500.0 s
late amplitude, full = 1.620 nm
late amplitude, linear = 18.080 nm
```
